\section*{Electron spill-out from an anion onto a positive embedding charge}

\section{The competing states}

\textbf{Q.} I model a piece of an ionic solid by treating one anion quantum mechanically and replacing its neighbours by point charges. When I add diffuse basis functions, electron density appears on a positive charge. What is the density doing there?

\textbf{A.} First ask what your Hamiltonian says about one electron and one charge $+Ze$. Write
\begin{equation}
\kappa=\frac{e^2}{4\pi\varepsilon_0},\qquad a_0=\frac{\hbar^2}{m\kappa},\qquad E_h=\frac{\kappa}{a_0}=\frac{\hbar^2}{ma_0^2}.
\end{equation}
Try $\psi=e^{-\lambda r}$ in the potential energy $-Z\kappa/r$. Since $\nabla^2\psi=\psi''+2\psi'/r=(\lambda^2-2\lambda/r)\psi$,
\begin{equation}
H\psi=\left[-\frac{\hbar^2\lambda^2}{2m}+\left(\frac{\hbar^2\lambda}{m}-Z\kappa\right)\frac1r\right]\psi .
\end{equation}
The $1/r$ term vanishes for $\lambda=mZ\kappa/\hbar^2=Z/a_0$. The function has no node, so it is the ground state, with energy
\begin{equation}
\varepsilon(0)=-\frac{\hbar^2Z^2}{2ma_0^2}=-\frac{Z^2E_h}{2}.
\end{equation}
The argument 0 stands for zero width of the charge. For $Z=1$ this is $-13.606$ eV. The embedding charge was meant to supply an electric field, but it also supplies a deep electron level.

\textbf{Q.} My electron already has a home on the anion. When does it prefer the charge?

\textbf{A.} Take a model anion: one active electron bound to a neutral core by a short-range well, with the charge at $\mathbf R$,
\begin{equation}
H=-\frac{\hbar^2}{2m}\nabla^2-V_0e^{-r^2/w^2}-\frac{Z\kappa}{|\mathbf r-\mathbf R|}.
\end{equation}
Let $-A$ be the level of the well alone. If the anion orbital is small compared with $R$, the charge shifts this level by its potential energy at the anion centre, giving $-A-Z\kappa/R$. An electron on the charge leaves a neutral core behind, which has no Coulomb tail in this model, so its level stays at $\varepsilon(0)$. The energy needed to move the electron to the charge is
\begin{equation}
\Delta=\varepsilon(0)-\left(-A-\frac{Z\kappa}{R}\right)=-\frac{Z^2E_h}{2}+A+\frac{Z\kappa}{R}.
\end{equation}
Negative $\Delta$ means that spill-out lowers the energy. If $Z^2E_h/2>A$, this happens for
\begin{equation}
R>\frac{Z\kappa}{Z^2E_h/2-A}.
\end{equation}
A larger distance favours spill-out because the anion then gains less from the charge, while the level on the charge does not move. The estimate leaves out overlap and polarization.

\textbf{Q.} Can you put numbers to that?

\textbf{A.} I choose $V_0=28$ eV, $w=100$ pm, $Z=1$ and $R=300$ pm. A radial finite-difference solution gives $A=4.873$ eV. This is larger than any atomic electron affinity (chlorine has the largest, about 3.6 eV); a smaller $A$ makes $\Delta$ more negative. The level beside the charge is $-9.673$ eV, so $\kappa/R=9.673-4.873=4.800$ eV and
\begin{equation}
\Delta=-13.606+4.873+4.800=-3.93\ \text{eV},
\end{equation}
or $-6.30\times10^{-19}$ J. The formula puts the threshold distance at about 165 pm, but overlap is strong there and the two states are no longer separate. Do not read it as a distance below which the electron stays on the anion.

The separated levels can be tested at $R=600$ pm, in a basis with functions on both centres. The two lowest levels are $-13.606$ and $-7.283$ eV; the estimate gives $-13.606$ and $-7.273$ eV.

\section{The part played by the basis}

\textbf{Q.} Then the bad state is there whatever basis I use. Why did I see it only after adding diffuse functions?

\textbf{A.} The basis decides whether the calculation can reach the state. By the variational principle, enlarging the basis can only lower the ground-state energy or leave it unchanged. A compact basis on the anion hides the state on the charge.

The reach of a function $r^le^{-\alpha r^2}$ follows from its maximum:
\begin{equation}
\frac{d}{dr}\left(l\ln r-\alpha r^2\right)=\frac lr-2\alpha r=0
\quad\Longrightarrow\quad r_{\max}=\sqrt{\frac{l}{2\alpha}} .
\end{equation}
For $l=4$ and $\alpha=0.2\,a_0^{-2}$ this is $3.16\,a_0$, or 167 pm. For $\alpha=0.05\,a_0^{-2}$ it is 335 pm, beyond the charge.

I measure the spill as the probability of finding the electron within $R/2$ of the charge. With functions on the anion only, $l\le4$, and a point charge, lowering the smallest exponent gives:
\begin{center}
\begin{tabular}{ccc}
smallest $\alpha$ ($a_0^{-2}$) & energy (eV) & spill\\
0.400 & $-7.784$ & 0.0004\\
0.200 & $-9.527$ & 0.0076\\
0.100 & $-9.906$ & 0.0514\\
0.050 & $-10.116$ & 0.1660\\
0.025 & $-10.119$ & 0.1688
\end{tabular}
\end{center}

\textbf{Q.} An anion has a long tail anyway. How do you know this isn't just the tail?

\textbf{A.} Remove the charge and keep the most diffuse basis: the probability in the same sphere is 0.0061. That is the ordinary tail. The value 0.1688 is far above it, and 0.0004 is below it because the first basis is too compact even for the anion. Adding tight functions to that first basis leaves the spill at 0.0004, so the increase does not come from merely having more functions.

\textbf{Q.} If the charge is favoured by almost 4 eV, why is the spill only 17 per cent?

\textbf{A.} The functions are still centred on the anion. To build a lump on one side they must interfere constructively near the charge and cancel elsewhere. The nodes of an angular function of order $l$ are spaced by roughly $\pi/l$ in angle, hence by $\pi R/l$ along the sphere that passes through the charge. For $l=4$ that is about 240 pm, much coarser than the decay length $a_0/Z$, about 53 pm here.

The same diffuse exponents with different highest $l$ show the effect. With $l=0$ alone the spill is 0.0060, no more than the free tail. It becomes 0.0326 for $l\le2$, 0.1688 for $l\le4$ and 0.3609 for $l\le5$. This sequence has not converged in $l$, and the exponent ladder is not radially complete either: with full radial freedom the values become 0.033, 0.185 and 0.408, and $l\le8$ gives 0.80. Diffuse functions supply the reach, and angular flexibility supplies the direction.

With functions on the charge site too, and only $l\le2$ kept on the anion, the energy falls to $-13.684$ eV and the spill rises to 0.908. This is nearly complete transfer. For an undisturbed hydrogenic orbital with $Z=1$, the probability inside radius $b=xa_0$ is
\begin{equation}
\int_0^x4t^2e^{-2t}\,dt=1-e^{-2x}(1+2x+2x^2),
\end{equation}
which is 0.92 for $b=150$ pm. In a cluster calculation, basis functions on atoms near the charge can also help to describe this state, though less effectively as their distance from the charge grows.

\section{What a real cation does differently}

\textbf{Q.} A real cation is also positive. Why doesn't it take the electron in the same way? Is its attraction weaker?

\textbf{A.} Its attraction is stronger. Take Li$^+$, with both electrons in the Hartree--Fock orbital $c=1s$. A further electron, with this core frozen, is governed by
\begin{equation}
F=-\frac{\hbar^2}{2m}\nabla^2-\frac{3\kappa}{r}+2J-K .
\end{equation}
Here $J$ is the repulsion from one core electron and $K$ is the exchange operator. For the spherical core density,
\begin{equation}
J(r)=\kappa\int\frac{|c(\mathbf r')|^2}{\max(r,r')}\,d^3r'\le\frac{\kappa}{r},
\end{equation}
so $-3\kappa/r+2J\le-\kappa/r$ at every distance. Moreover,
\begin{equation}
\langle\psi|K|\psi\rangle=\kappa\iint\frac{\psi^*(\mathbf r)c(\mathbf r)\,c^*(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\ge0,
\end{equation}
because it has the form of the electrostatic self-energy of the distribution $c^*\psi$. The term $-K$ therefore lowers the energy further. For any given $\psi$, the Li$^+$ operator gives an energy no higher than a $+1$ point charge does.

What protects the anion is the Pauli principle. The $1s$ orbital is full, so the active electron must be orthogonal to it. The lowest level allowed by this condition is $-5.342$ eV, against $-13.606$ eV for the point charge. The transfer energy becomes
\begin{equation}
\Delta_{\mathrm{Li}}=-5.342+4.873+4.800=+4.33\ \text{eV}.
\end{equation}

\textbf{Q.} Can you separate the effect of orthogonality from everything else in the ion?

\textbf{A.} Put the frozen Li$^+$ core in place of the charge, keep functions on both centres, and solve twice. With orthogonality imposed, the energy is $-9.833$ eV and the spill 0.024. With the same operator but without that condition, the energy is $-75.989$ eV and the spill 0.9999: the electron drops into the core orbital, whose level is $-75.982$ eV (a larger $s$ basis lowers both values by 0.002 eV). This second number is an eigenvalue of $F$ with the prohibition removed, not the energy of a physical third $1s$ electron. The comparison changes one condition and reverses the outcome.

\section{Giving the charge a width}

\textbf{Q.} I can't put core electrons on every embedding site. What happens if I smear the charge into a Gaussian?

\textbf{A.} Let the charge density be $Ze\,e^{-r^2/\sigma^2}/(\pi^{3/2}\sigma^3)$. The charge inside radius $r$, in units of $Ze$, follows by partial integration:
\begin{align}
q(r)&=\frac{4}{\sqrt\pi\,\sigma^3}\int_0^r s^2e^{-s^2/\sigma^2}ds\notag\\
&=\frac{4}{\sqrt\pi\,\sigma^3}\left[-\frac{\sigma^2}{2}re^{-r^2/\sigma^2}+\frac{\sigma^2}{2}\int_0^re^{-s^2/\sigma^2}ds\right]\notag\\
&=\operatorname{erf}\frac r\sigma-\frac{2r}{\sqrt\pi\,\sigma}e^{-r^2/\sigma^2}.
\end{align}
By Gauss's law, the electron's potential energy $V$ obeys $dV/dr=Z\kappa q(r)/r^2$. The solution that vanishes at infinity is
\begin{equation}
V(r)=-Z\kappa\,\frac{\operatorname{erf}(r/\sigma)}{r},
\end{equation}
as differentiation confirms. Since $q\ge0$, $V$ rises outwards and its minimum is at the centre. There $\operatorname{erf}(x)\simeq2x/\sqrt\pi$, so $V(0)=-2Z\kappa/(\sqrt\pi\,\sigma)$. The bottomless attraction has become a well of finite depth.

\textbf{Q.} How far does that raise the false level?

\textbf{A.} Call the lowest level $\varepsilon(\sigma)$. Kinetic energy is not negative, and $\operatorname{erf}\le1$ makes the smeared potential nowhere deeper than the point one. Hence
\begin{equation}
\varepsilon(\sigma)\ge\max\left[-\frac{Z^2E_h}{2},\,-\frac{2Z\kappa}{\sqrt\pi\,\sigma}\right].
\end{equation}
An upper bound comes from the normalized trial function $(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. Its kinetic energy is $(\hbar^2/2m)\,4\alpha^2\langle r^2\rangle$ with $\langle r^2\rangle=3/(4\alpha)$, which is $3\hbar^2\alpha/2m$. Its density is a Gaussian of squared width $1/(2\alpha)$. The interaction of two concentric Gaussians equals the central potential of one Gaussian whose squared width is the sum, $\sigma^2+1/(2\alpha)$. Thus
\begin{equation}
\varepsilon(\sigma)\le\frac{3\hbar^2\alpha}{2m}-\frac{2Z\kappa}{\sqrt\pi}\sqrt{\frac{2\alpha}{1+2\alpha\sigma^2}}
\end{equation}
for every $\alpha>0$. For $\sigma=150$ pm the well bottom is $-10.832$ eV and the best trial energy $-5.190$ eV; the level itself is $-5.244$ eV.

As $\alpha\to0$ the positive term falls as $\alpha$ and the negative one as $\sqrt\alpha$, so a bound state survives at any finite width. Smearing raises the false level without removing it.

\textbf{Q.} Would a very small width be enough, just to remove the singularity?

\textbf{A.} No. For $\sigma\ll a_0/Z$, first-order perturbation theory with $|\psi(0)|^2=Z^3/(\pi a_0^3)$ gives
\begin{align}
\varepsilon(\sigma)-\varepsilon(0)&\simeq Z\kappa\,\frac{Z^3}{\pi a_0^3}\int_0^\infty4\pi r^2\,\frac{\operatorname{erfc}(r/\sigma)}{r}\,dr\notag\\
&=\frac{4Z^4\kappa\sigma^2}{a_0^3}\int_0^\infty x\operatorname{erfc}x\,dx
=Z^4E_h\left(\frac{\sigma}{a_0}\right)^2 .
\end{align}
The last integral is $\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac14$ by partial integration. At $\sigma=1.058$ pm the law gives 0.0109 eV and the computed rise is 0.0104 eV. The singularity is gone, but the level has hardly moved. What matters is the level, not whether the potential is finite.

\section{Choosing the width}

\textbf{Q.} How wide should I make it, then?

\textbf{A.} With the smeared potential at the anion, the transfer energy becomes
\begin{equation}
\Delta(\sigma)=\varepsilon(\sigma)+A+Z\kappa\,\frac{\operatorname{erf}(R/\sigma)}{R}.
\end{equation}
With functions on both centres, the most demanding basis used here, the results are:
\begin{center}
\begin{tabular}{cccc}
$\sigma$ (pm) & $\varepsilon(\sigma)$ (eV) & $\Delta$ (eV) & spill\\
0 & $-13.606$ & $-3.932$ & 0.908\\
50 & $-9.215$ & $0.459$ & 0.248\\
100 & $-6.657$ & $3.016$ & 0.036\\
150 & $-5.244$ & $4.407$ & 0.018\\
200 & $-4.345$ & $5.165$ & 0.013
\end{tabular}
\end{center}
The sign of $\Delta$ changes at $\sigma^*=43.9$ pm. That width is not yet safe: the spill there is 0.39, because nearly equal levels mix. At 50 pm, where $\Delta$ is already positive, a quarter of the electron is still near the charge. You need $\Delta$ to be well above the coupling between the two states, not merely above zero.

\textbf{Q.} Then why not take 200 pm and be done with it?

\textbf{A.} The charge must still act on the anion as a charge at distance $R$. The relative loss of potential at the anion centre is $\operatorname{erfc}(R/\sigma)$; this is the quantity labelled ``field loss'' in the numerical output. It is 0.002\% at 100 pm, 0.47\% at 150 pm and 3.4\% at 200 pm. The electric field suffers more. It is proportional to $q(R)/R^2$, so its relative loss is
\begin{equation}
1-q(R)=\operatorname{erfc}\frac R\sigma+\frac{2R}{\sqrt\pi\,\sigma}e^{-R^2/\sigma^2}.
\end{equation}
At 150 pm, $R/\sigma=2$ and the loss is $0.0047+2.257\,e^{-4}=0.046$, or 4.6\%. At 100 pm it is about 0.04\%, and at 200 pm about 21\%.

For this model 100 pm is a good compromise: the spill is 0.036 and the field is almost intact. A width of 150 pm puts the false level close to the Li$^+$ level, $-5.244$ against $-5.342$ eV, at the price of a noticeably weaker field. Matching one level does not reproduce the cation's whole short-range action.

\textbf{Q.} Can I carry 100 pm over to a doubly charged site?

\textbf{A.} Not safely. Put $\mathbf r=\mathbf x/Z$. The kinetic energy acquires a factor $Z^2$, and the potential energy becomes $-Z^2\kappa\operatorname{erf}[x/(Z\sigma)]/x$. Therefore
\begin{equation}
\varepsilon_Z(\sigma)=Z^2\varepsilon_1(Z\sigma).
\end{equation}
For $Z=2$ and $\sigma=100$ pm, take the tabulated level at 200 pm: $\varepsilon_2=4\times(-4.345)=-17.38$ eV. At the same distance,
\begin{equation}
\Delta=-17.38+4.873+2\times4.800=-2.91\ \text{eV}.
\end{equation}
The width that protected the anion from a single charge fails by this estimate for a double one.

\textbf{Q.} My cluster sits in thousands of charges, not one. Does the criterion survive?

\textbf{A.} It does once the other charges are included. If their potential varies slowly over each orbital, it shifts the two levels by its values at the two sites. Let $u_c$ and $u_a$ be the electron's potential energies at the charge and at the anion due to all the other embedding charges. Then
\begin{equation}
\Delta_{\mathrm{array}}=\Delta(\sigma)+u_c-u_a .
\end{equation}
Negative neighbours around the positive site raise $u_c$ and oppose spill-out. The effect can be decisive. In an infinite rock-salt array of charges $\pm e$ with nearest distance $R$, the Madelung constant is $M=1.748$. Leaving out the anion and the chosen neighbouring charge gives $u_c=-u_a=(M-1)\kappa/R$. At $R=300$ pm this raises $\Delta$ by $2\times0.748\times4.800=7.18$ eV, from $-3.93$ to about $+3.2$ eV, even for point charges. The anion then couples to six equivalent neighbours, and their small admixtures add up: for point charges the spill summed over the six spheres is about 0.10, against 0.04 for the free anion. The single-charge numbers above therefore cannot be carried over to an array unchanged; evaluate $u_c$ and $u_a$ for your own sites. An exposed positive charge at the edge of the array lacks some of that protection. For a singly charged many-electron anion, $A$ is its electron detachment energy, which includes the relaxation of the electrons left behind. An anion of charge $-ne$ leaves an ion of charge $-(n-1)e$, whose repulsion of the transferred electron adds about $(n-1)\kappa/R$ to $\Delta$. Free atomic dianions such as O$^{2-}$ are unbound, so $A$ then has no free-ion value and the estimate is only a rough guide.

\textbf{Q.} What should I check in my own calculation?

\textbf{A.} Add basis functions on the nearest positive site and watch the density there. In the model, going from the diffuse anion basis with $l\le4$ to the two-centre basis changes the point-charge spill from 0.17 to 0.91. With $\sigma=150$ pm it stays at 0.018. A result that survives the added functions is not being protected by a gap in the basis at that site; other exposed positive sites need the same check. If it does not survive, widen the nearest charges while checking the field at the anion, or give those sites an explicit core or a core pseudopotential that keeps valence electrons out. Removing the diffuse functions would hide the false state and also damage the anion: with the smallest exponent at $0.4\,a_0^{-2}$, the energy beside the charge was $-7.784$ eV, almost 2 eV above the separated estimate of $-9.673$ eV.

\section*{Numbers as computed}
\begin{verbatim}
well depth 28.0 eV, width 100 pm, R 300 pm
anion binding energy A: 4.873 eV
anion level beside charge: -9.673 eV
point-charge level: -13.606 eV
smallest R for spill-out: 164.9 pm
anion-centred basis, l up to 4; exponents in bohr^-2
min exponent | E point eV | spill point | spill 150 pm
0.400 | -7.784 | 0.0004 | 0.0003
0.200 | -9.527 | 0.0076 | 0.0057
0.100 | -9.906 | 0.0514 | 0.0151
0.050 | -10.116 | 0.1660 | 0.0179
0.025 | -10.119 | 0.1688 | 0.0180
compact set plus tight functions, spill: 0.0004
diffuse set without charge, spill: 0.0061
diffuse set, point charge: highest l | E eV | spill
0 | -9.670 | 0.0060
1 | -9.822 | 0.0154
2 | -9.894 | 0.0326
3 | -9.979 | 0.0715
5 | -10.367 | 0.3609
basis on both centres, energies in eV
sigma pm | site level | Delta | E | spill | field loss %
0 | -13.606 | -3.932 | -13.684 | 0.9082 | 0.0000
50 | -9.215 | 0.459 | -10.157 | 0.2477 | 0.0000
100 | -6.657 | 3.016 | -9.846 | 0.0355 | 0.0022
150 | -5.244 | 4.407 | -9.706 | 0.0183 | 0.4678
200 | -4.345 | 5.165 | -9.476 | 0.0125 | 3.3895
crossing width sigma*: 43.9 pm
spill at sigma*: 0.3855
Delta, point charge: -6.300e-19 J
R 600 pm, sigma 0 pm: levels -13.606, -7.283 eV
  separated estimate -13.606, -7.273 eV
R 600 pm, sigma 150 pm: levels -7.283, -5.242 eV
  separated estimate -7.273, -5.244 eV
Li+ lowest allowed level: -5.342 eV
Li+ core 1s level: -75.982 eV
anion beside Li+: E -9.833 eV, spill 0.0238
exclusion lifted: E -75.989 eV, spill 0.9999
sigma 150 pm: well bottom -10.832 eV, trial bound -5.190 eV
sigma 1.058 pm: level rise 0.01042 eV, quadratic law 0.01088 eV
\end{verbatim}
